# Zero-field resonance of an easy-axis antiferromagnet with two equal sublattices, part 2

An antiferromagnet is modelled by two uniform sublattices with unit vectors $\mathbf m_1$, $\mathbf m_2$ and equal moment density $M_s$. In equilibrium they point along $+z$ and $-z$. Part I found the frequencies of small undamped motions about this state. The energy density $E$ and the equation of motion are

$$
\frac{E}{\mu_0M_s}=H_E\,\mathbf m_1\cdot\mathbf m_2-\frac{H_A}{2}\left(m_{1z}^2+m_{2z}^2\right)-H\left(m_{1z}+m_{2z}\right),
$$

$$
\frac{d\mathbf m_i}{dt}=-\Gamma\,\mathbf m_i\times\mathbf H_i,\qquad \Gamma=\gamma\mu_0,\quad\gamma>0 .
$$

Here $H_E>0$ is the exchange field of one sublattice on the other, $H_A>0$ the anisotropy field and $H$ a static field along $z$. The effective fields are (Lemma 1)

$$
\mathbf H_1=-H_E\mathbf m_2+(H_Am_{1z}+H)\hat{\mathbf z},\qquad
\mathbf H_2=-H_E\mathbf m_1+(H_Am_{2z}+H)\hat{\mathbf z}.
$$

A transverse vector $\mathbf v$ is written as $v=v_x+iv_y$, so that $\hat{\mathbf z}\times\mathbf v\to iv$ and $\mathbf v\times\hat{\mathbf z}\to-iv$. The transverse parts of $\mathbf m_1$ and $\mathbf m_2$ are $a$ and $b$, and to second order

$$
m_{1z}+m_{2z}\simeq\tfrac12(|b|^2-|a|^2).
$$

The mean moment is $\mathbf m=\tfrac12(\mathbf m_1+\mathbf m_2)$ and the Néel vector $\mathbf l=\tfrac12(\mathbf m_1-\mathbf m_2)$. Their transverse parts are $m=(a+b)/2$ and $l=(a-b)/2$.

The linear equations (Lemma 2) are

$$
\dot a=i\Gamma[(H_E+H_A+H)a+H_Eb],\qquad
\dot b=-i\Gamma[H_Ea+(H_E+H_A-H)b].
$$

At $H=0$ they become (Lemma 3)

$$
\frac{dm}{dt}=i\Gamma H_A\,l,\qquad
\frac{dl}{dt}=i\Gamma(2H_E+H_A)\,m ,
$$

with the angular frequency (Theorem)

$$
\omega_0=\gamma\mu_0\sqrt{H_A\,(2H_E+H_A)} .
$$

The zero-field energy above the minimum, divided by $\mu_0M_s$, is to second order (Remark 1)

$$
\varepsilon_2=(2H_E+H_A)|m|^2+H_A|l|^2 .
$$

In a field $H$ along $z$, modes proportional to $e^{i\omega t}$ have the signed frequencies (Proposition 1)

$$
\omega_\pm=\Gamma H\pm\omega_0 .
$$

The example has $\mu_0H_E=50$ T, $\mu_0H_A=0.5$ T and $g=2$, with $\gamma/2\pi=27.9925$ GHz/T. This gives $\omega_0/\gamma=7.0887$ T and $f_0=\omega_0/2\pi=198.43$ GHz.

### Local stability

**Proposition 2.** The antiparallel state along $z$ is a local minimum of the energy, with a positive quadratic form, if and only if $H^2<H_A(2H_E+H_A)$.

*Proof.* The second-order energy at zero field was found in Part I to be $(2H_E+H_A)|m|^2+H_A|l|^2$, in units of $\mu_0M_s$. The Zeeman term adds

$$
-H(m_{1z}+m_{2z})\simeq\tfrac12H(|a|^2-|b|^2)
=\tfrac12H\left(|m+l|^2-|m-l|^2\right)=2H\,\mathrm{Re}(m^*l).
$$

The real parts of $m$ and $l$ form one quadratic form and the imaginary parts another, both with the matrix

$$
\begin{pmatrix}2H_E+H_A&H\\H&H_A\end{pmatrix}.
$$

The diagonal elements are positive, so the matrix is positive definite if and only if its determinant $H_A(2H_E+H_A)-H^2$ is positive. $\square$

The limiting field is $\omega_0/\Gamma$, the field at which one of the frequencies $\omega_\pm$ reaches zero. In the example it is 7.0887 T. The resonance frequency at zero field and the limit of local stability are thus two readings of one quantity in this model.

Two cautions apply. Above the limit the undamped linear frequencies $\Gamma H\pm\omega_0$ are still real. What is lost is the energy minimum: there are directions of deviation that lower the energy. They do so through the Zeeman term, so a damping that can change $m_{1z}+m_{2z}$, as ordinary Landau–Lifshitz damping does, can carry the system along them. A relaxation that conserves $m_{1z}+m_{2z}$ cannot, because it lowers only the zero-field part of the energy, which keeps its minimum in the antiparallel state. Further, a local minimum need not be the lowest state. In this model the flopped state $\mathbf m_{1,2}=(\pm\sqrt{1-c^2},0,c)$ has the energy $H_E(2c^2-1)-H_Ac^2-2Hc$. For $H_A<2H_E$ and $H<2H_E-H_A$ its minimum lies at $c=H/(2H_E-H_A)$ and equals $-H_E-H^2/(2H_E-H_A)$. This falls below the value $-H_E-H_A$ of the antiparallel state for $H^2>H_A(2H_E-H_A)$, which in the example means above $\sqrt{0.5\times99.5}$ T $=7.053$ T. Between 7.053 T and 7.0887 T the antiparallel state is only metastable.

### Response to a transverse field

A normal mode is seen as a resonance if a driving field couples to it.

**Proposition 3.** At $H=0$, a uniform transverse field $h\,e^{i\omega t}$ acting on both sublattices produces the mean moment $m\,e^{i\omega t}$ with

$$
m=\frac{\Gamma^2H_A}{\omega_0^2-\omega^2}\,h ,\qquad \omega^2\ne\omega_0^2,\quad\omega\neq0 .
$$

*Proof.* To first order the drive adds $-\Gamma\hat{\mathbf z}\times\mathbf h$ to $\dot{\mathbf a}$, which is $-i\Gamma h$ in complex form. For sublattice 2 the equilibrium direction is reversed, and the addition to $\dot b$ is $+i\Gamma h$. Half the sum of these terms is zero and half the difference is $-i\Gamma h$. The equations for $m$ and $l$ become

$$
\dot m=i\Gamma H_A\,l,\qquad
\dot l=i\Gamma(2H_E+H_A)\,m-i\Gamma h .
$$

For a time factor $e^{i\omega t}$, division by $i$ gives

$$
\omega m=\Gamma H_A\,l,\qquad
\omega l=\Gamma(2H_E+H_A)\,m-\Gamma h .
$$

Multiply the first by $\omega$ and insert the second:

$$
\omega^2m=\Gamma^2H_A(2H_E+H_A)\,m-\Gamma^2H_A\,h=\omega_0^2m-\Gamma^2H_Ah .
$$

Solving for $m$ gives the result. $\square$

The response depends on $\omega^2$, so both senses of rotation respond equally. A linearly polarized field, which is the sum of two opposite rotations, then produces a moment along the same line. The response diverges at $\omega_0$ because damping has been left out; with damping the peak is finite, and its height and width are outside this model.

As $\omega\to0$ the response tends to

$$
m=\frac{\Gamma^2H_A}{\omega_0^2}\,h=\frac{h}{2H_E+H_A}.
$$

This agrees with the static canted state. If both sublattices lean towards the field so that $\mathbf m_1=(s,0,\sqrt{1-s^2})$ and $\mathbf m_2=(s,0,-\sqrt{1-s^2})$, the energy in units of $\mu_0M_s$ is

$$
H_E(2s^2-1)-H_A(1-s^2)-2hs ,
$$

and its derivative vanishes at $s=h/(2H_E+H_A)$. In the example the static response per unit of $\mu_0h$ is $1/100.5=0.00995$ T$^{-1}$. At $\omega=0.9\,\omega_0$ it is larger by the factor $1/(1-0.81)=5.26$, which gives $0.0524$ T$^{-1}$.

### Comparison with parallel sublattices

**Proposition 4.** Reverse the sign of the exchange coupling, keep its magnitude, and let both sublattices point along $+z$ at $H=0$. The two uniform modes then have the angular frequencies $\Gamma H_A$ and $\Gamma(2H_E+H_A)$. Their geometric mean is $\omega_0$.

*Proof.* The exchange field on sublattice 1 is now $+H_E\mathbf m_2$, and $\mathbf m_2=\hat{\mathbf z}+\mathbf b$. Hence $\mathbf H_1=(H_E+H_A)\hat{\mathbf z}+H_E\mathbf b$, and

$$
\mathbf m_1\times\mathbf H_1\;\longrightarrow\;iH_Eb-i(H_E+H_A)a,
\qquad
\dot a=i\Gamma[(H_E+H_A)a-H_Eb].
$$

The sublattices are equivalent, so $\dot b=i\Gamma[(H_E+H_A)b-H_Ea]$. Half the sum and half the difference are

$$
\dot m=i\Gamma H_A\,m,\qquad
\dot l=i\Gamma(2H_E+H_A)\,l .
$$

The square root of the product of the two frequencies is $\Gamma\sqrt{H_A(2H_E+H_A)}$. $\square$

For parallel sublattices, $m$ and $l$ oscillate separately, one at the anisotropy rate and the other at the exchange rate. For antiparallel sublattices each drives the other, and the two rates combine as a product. In the example the parallel modes lie at 14.00 GHz and 2813.2 GHz, and the antiferromagnetic resonance at 198.43 GHz. The latter is higher than the lower parallel mode by the factor $\sqrt{(2H_E+H_A)/H_A}=\sqrt{201}=14.18$. The anisotropy is the same in both cases; the enhancement comes from the exchange field.

### Altermagnets

In an altermagnet the two opposite sublattices are related by a rotation or reflection of the crystal, possibly combined with a translation, but not by a translation or an inversion alone. The exchange paths within one sublattice may be oriented differently from those within the other. A simple case is a square lattice with unit spacing, sites $(i,j)$ and sublattice 1 where $i+j$ is even. Each site has four nearest neighbours on the other sublattice, each contributing an exchange field $H_E/4$. Along the diagonals there are ferromagnetic bonds within a sublattice. On sublattice 1 a neighbour along $[11]$ contributes the field $+J_a\mathbf m$ and one along $[1\bar1]$ the field $+J_b\mathbf m$, where $\mathbf m$ is the direction of that neighbour. On sublattice 2 the values $J_a$ and $J_b$ are interchanged.

**Proposition 5.** In this model the uniform modes at $H=0$ keep the angular frequency $\omega_0$ for any $J_a$ and $J_b$. For a wave vector $\mathbf k$, the signed frequencies of the two modes satisfy

$$
\omega_1+\omega_2=4\Gamma(J_a-J_b)\sin k_x\sin k_y .
$$

*Proof.* Let the transverse components vary as $e^{i\mathbf k\cdot\mathbf r}$, with amplitudes $a$ and $b$. On sublattice 1 the diagonal neighbours give a longitudinal field $S=2J_a+2J_b$ and a transverse field $Ta$, where

$$
T=2J_a\cos(k_x+k_y)+2J_b\cos(k_x-k_y).
$$

By the cross products of Part I they add $-\Gamma(iTa-iSa)=i\Gamma(S-T)a$ to $\dot a$. Define

$$
D_1=S-T=2J_a[1-\cos(k_x+k_y)]+2J_b[1-\cos(k_x-k_y)],
$$

and let $D_2$ be the same expression with $J_a$ and $J_b$ interchanged. On sublattice 2 the equilibrium direction is reversed, and the added term is $-i\Gamma D_2b$. The nearest neighbours give the transverse coupling $H_Ec_k$ in place of $H_E$, with $c_k=(\cos k_x+\cos k_y)/2$. For a time factor $e^{i\omega t}$,

$$
\frac{\omega}{\Gamma}\begin{pmatrix}a\\b\end{pmatrix}=
\begin{pmatrix}H_E+H_A+D_1&H_Ec_k\\-H_Ec_k&-(H_E+H_A+D_2)\end{pmatrix}
\begin{pmatrix}a\\b\end{pmatrix}.
$$

At $\mathbf k=0$ one has $D_1=D_2=0$ and $c_k=1$, which is the earlier problem. In general the sum of the eigenvalues is the trace,

$$
D_1-D_2=2(J_a-J_b)\left[\cos(k_x-k_y)-\cos(k_x+k_y)\right]=4(J_a-J_b)\sin k_x\sin k_y .\qquad\square
$$

For $J_a,J_b\ge0$ the determinant of the matrix is negative, because $D_1,D_2\ge0$ and $|c_k|\le1$. The two modes then rotate oppositely, and the sum of their signed frequencies is the difference of their magnitudes. In uniform motion the field from a moment's own sublattice is parallel to that moment and exerts no torque. The splitting that distinguishes this altermagnet from an ordinary antiferromagnet therefore does not appear in its uniform resonance at zero field.

At $\mathbf k=(\pi/2,\pi/2)$ the coupling $c_k$ is zero, $D_1=4J_a$ and $D_2=4J_b$. With bond fields of 2 T and 1 T (values of $\mu_0J_a$ and $\mu_0J_b$) the frequencies correspond to $50.5+8=58.5$ T and $50.5+4=54.5$ T. They are 1637.6 GHz and 1525.6 GHz, split by 111.97 GHz, while the uniform modes stay at 198.43 GHz. These values were tested on a lattice of 16 spins.

### Finite tilt

**Proposition 6.** Let a rigidly antiparallel pair be released from rest at a tilt $\theta_0$ from the easy axis, at $H=0$. For $H_A\ll H_E$ and to leading order in $\theta_0$, its frequency is

$$
\omega\simeq\omega_0\left(1-\frac{\theta_0^2}{4}\right),\qquad\theta_0\ \text{in radians}.
$$

*Proof.* Try a motion with $\mathbf m=s\,\hat{\mathbf y}$ and $\mathbf l=c\,(\sin\theta,0,\cos\theta)$, where $s^2+c^2=1$. The full equations of motion give

$$
\dot{\mathbf m}=-\Gamma H_A\,l_z\,\mathbf l\times\hat{\mathbf z},\qquad
\dot{\mathbf l}=2\Gamma H_E\,\mathbf l\times\mathbf m-\Gamma H_A\,l_z\,\mathbf m\times\hat{\mathbf z},
$$

because $\mathbf m_1\times\mathbf m_2=2\,\mathbf l\times\mathbf m$ and, with $m_z=0$, $m_{1z}=-m_{2z}=l_z$. The first right-hand side is along $y$ and the second lies in the $xz$ plane, so the assumed form is preserved. The $y$ component of the first equation, and the component of the second along $(\cos\theta,0,-\sin\theta)$ divided by $c$, are

$$
\dot s=\Gamma H_Ac^2\sin\theta\cos\theta,\qquad
\dot\theta=-\Gamma s\,(2H_E+H_A\cos^2\theta).
$$

Energy conservation from the start at $s=0$ gives $2H_Es^2=H_A(c^2\cos^2\theta-\cos^2\theta_0)\le H_A$. Thus $s^2\le H_A/2H_E$, and for weak anisotropy $c^2$ may be replaced by 1 and $H_A\cos^2\theta$ dropped beside $2H_E$. Then

$$
\ddot\theta=-2\Gamma^2H_EH_A\sin\theta\cos\theta
\simeq-\omega_0^2\left(\theta-\tfrac23\theta^3\right).
$$

Insert $\theta=\theta_0\cos\omega t$ and use $\cos^3x=\tfrac34\cos x+\tfrac14\cos3x$. The third harmonic corrects the shape of the motion at order $\theta_0^3$ and the frequency at a higher order than is kept. The terms in $\cos\omega t$ give

$$
\omega^2=\omega_0^2\left(1-\tfrac23\cdot\tfrac34\,\theta_0^2\right)=\omega_0^2\left(1-\tfrac12\theta_0^2\right),
$$

and the square root to leading order is the stated result. $\square$

At 5° ($0.0873$ rad) the formula gives a reduction of 0.0019 relative to $\omega_0$, and at 10° ($0.1745$ rad) one of 0.0076. Integration of the full equations gives $\omega/\omega_0=0.99809$ and $0.99235$. The two computed reductions have the ratio 3.998, close to the factor 4 of a quadratic law. In this example the linear formula is thus high by less than one per cent at a tilt of 10°. For a reversal of the Néel vector, where the tilt is not small, the linear theory no longer describes the motion.

## Numbers as computed

```
Exchange field mu0*H_E = 50.0 T
Anisotropy field mu0*H_A = 0.5 T
g factor = 2.0
gamma = 1.75882e+11 rad/(s T)
gamma/(2 pi) = 27.9925 GHz/T
mu0*sqrt(H_A(2H_E+H_A)) = 7.0887 T
Angular frequency omega0 = 1.2468e+12 rad/s
Frequency f0 = 198.43 GHz
Period 1/f0 = 5.040 ps
f0 from nonlinear motion, tilt 0.1 deg = 198.43 GHz
Approximation sqrt(2 H_E H_A): f = 197.94 GHz
Its relative error = -0.249 %
Parallel sublattices, lower mode = 14.00 GHz
Parallel sublattices, upper mode = 2813.2 GHz
f0 / lower parallel mode = 14.18
Linear swing: net/staggered amplitude |m|/|l| = 0.07053
Axial field for splitting = 1.0 T
Signed frequency, plus mode = 226.42 GHz
Signed frequency, minus mode = -170.44 GHz
Amplitude ratio b/a, plus mode = -0.8682
Amplitude ratio b/a, minus mode = -1.1518
Local stability limit of axial field = 7.0887 T
Static transverse response m/(mu0 h) = 0.009950 1/T
Response at 0.9 omega0 = 0.052370 1/T
Frequency/f0 at 5 deg tilt = 0.99809
Frequency/f0 at 10 deg tilt = 0.99235
Ratio of the two frequency reductions = 3.998
Altermagnet bond fields Ja, Jb = 2.0, 1.0 T
Altermagnet k=0 frequency = 198.43 GHz
Altermagnet k=(pi/2,pi/2), mode 1 = 1637.6 GHz
Altermagnet k=(pi/2,pi/2), mode 2 = 1525.6 GHz
Altermagnet splitting there = 111.97 GHz
```
